# The five hyperfine levels of ortho H2+ with L = 1

**Question**

I am trying to find the hyperfine levels of ortho H\(_2^+\) in the state \(v=0\), \(L=1\). The total proton spin is \(I=1\) and the electron spin is \(s=1/2\). With dimensionless angular momenta, the spin Hamiltonian I was given is

\[
\begin{aligned}
H={}&b\,\mathbf I\cdot\mathbf s+c_e\,\mathbf L\cdot\mathbf s+c_I\,\mathbf L\cdot\mathbf I\\
&+\frac{d_1}{5}\Big\{\tfrac23\mathbf L^2\,\mathbf I\cdot\mathbf s-\big[(\mathbf L\cdot\mathbf I)(\mathbf L\cdot\mathbf s)+(\mathbf L\cdot\mathbf s)(\mathbf L\cdot\mathbf I)\big]\Big\}\\
&+\frac{d_2}{5}\Big\{\tfrac13\mathbf L^2\mathbf I^2-\tfrac12\mathbf L\cdot\mathbf I-(\mathbf L\cdot\mathbf I)^2\Big\}.
\end{aligned}
\]

The contact constant is about \(0.92\) GHz, and I use \(b=923\) MHz as a trial input. For the others I have only rough sizes: \(c_e=42\), \(c_I=-0.04\), \(d_1=130\) and \(d_2=-0.3\), all in MHz.

I can see that \(b\) dominates, so I want to couple \(\mathbf F=\mathbf I+\mathbf s\) first and then \(\mathbf J=\mathbf L+\mathbf F\). But \(\mathbf L\cdot\mathbf s\) does not commute with \(\mathbf F^2\), and I get lost in the two tensor terms. Where do they come from, can the matrix be found by hand without tables of 6j symbols, and what are the right labels? Since \(c_e>0\), I would expect \(J=5/2\) to be the highest level. Is that right?

**Answer**

**What is conserved**

In H\(_2^+\) the total wavefunction must change sign when the two protons are exchanged. The \(I=1\) spin states are symmetric. The electronic ground state 1sσ\(_g\) treats the two protons alike and is also symmetric, while the rotational function acquires \((-1)^L\). Hence \(I=1\) requires odd \(L\), and \(L=1\) is the lowest case.

There are \(3\times3\times2=18\) states. Every term of \(H\) is a scalar under a joint rotation of \(\mathbf L\), \(\mathbf I\) and \(\mathbf s\), so \(J\) is conserved and each level is \((2J+1)\)-fold degenerate. The coupling scheme gives

- \(F=3/2\): \(J=5/2,\,3/2,\,1/2\);
- \(F=1/2\): \(J=3/2,\,1/2\).

The multiplicities add up to \(6+4+2+4+2=18\). The value \(J=5/2\) occurs once, so its energy is a single matrix element. The values \(3/2\) and \(1/2\) occur twice each and need a \(2\times2\) matrix. In those blocks \(F\) is an approximate label, whose quality has to be calculated.

**Where the tensor terms come from**

Let \(\mathbf n\) be the unit vector along the molecular axis. Within \(L=1\), the symmetric traceless tensor \(n_in_j-\delta_{ij}/3\) must be proportional to the one built from \(\mathbf L\):

\[
n_in_j-\tfrac13\delta_{ij}\;\to\;k\left(L_iL_j+L_jL_i-\tfrac43\delta_{ij}\right).
\]

The \(zz\) element in the state \(M_L=0\) fixes \(k\). There \(\langle n_z^2\rangle=3/5\), so the left side is \(4/15\), while the right side is \(-4k/3\). Hence \(k=-1/5\).

The electron–proton dipole coupling is axial about \(\mathbf n\) and has the form \(d_1(I_ns_n-\mathbf I\cdot\mathbf s/3)\), where \(I_n=\mathbf I\cdot\mathbf n\) and \(s_n=\mathbf s\cdot\mathbf n\). Replacing the axis tensor gives

\[
-\frac{d_1}{5}\Big[(\mathbf L\cdot\mathbf I)(\mathbf L\cdot\mathbf s)+(\mathbf L\cdot\mathbf s)(\mathbf L\cdot\mathbf I)-\tfrac43\mathbf I\cdot\mathbf s\Big],
\]

which is your \(d_1\) term, because \(\mathbf L^2=2\).

The dipole coupling of two protons at distance \(R\) is

\[
H_{pp}=-\frac{K}{R^3}\big[3I_{1n}I_{2n}-\mathbf I_1\cdot\mathbf I_2\big],\qquad K=\frac{\mu_0(2\mu_p)^2}{4\pi h},
\]

with \(\mu_p\) the proton magnetic moment. For spins \(1/2\), \(I_n^2=\tfrac12+2I_{1n}I_{2n}\) and \(\mathbf I^2=\tfrac32+2\mathbf I_1\cdot\mathbf I_2\). The constants cancel, and the bracket becomes \(\tfrac32(I_n^2-\mathbf I^2/3)\).

For the axis average we need \(\sum_{ij}(L_iL_j+L_jL_i)I_iI_j\). The first part is \((\mathbf L\cdot\mathbf I)^2\). In the second, the components of \(\mathbf I\) must be reordered with \(I_iI_j=I_jI_i+i\sum_k\epsilon_{ijk}I_k\). Since \(\sum_{ij}\epsilon_{ijk}L_jL_i=-iL_k\), the second part is \((\mathbf L\cdot\mathbf I)^2+\mathbf L\cdot\mathbf I\). Therefore

\[
\begin{aligned}
H_{pp}&\to\frac{3K}{2R^3}\,\frac15\Big[2(\mathbf L\cdot\mathbf I)^2+\mathbf L\cdot\mathbf I-\tfrac23\mathbf L^2\mathbf I^2\Big]\\
&=-\frac{3K}{R^3}\,\frac15\Big[\tfrac13\mathbf L^2\mathbf I^2-\tfrac12\mathbf L\cdot\mathbf I-(\mathbf L\cdot\mathbf I)^2\Big].
\end{aligned}
\]

So \(d_2=-3K/R^3\) for this direct coupling. In atomic length units \(K=0.8106\) MHz bohr\(^3\). At a fixed \(R=2\) bohr this gives \(-3(0.8106)/8=-0.304\) MHz, in agreement with the sign and size of your input. Vibrational averaging is left out of this estimate.

**Diagonal elements of the scalar products**

From \(\mathbf F^2=(\mathbf I+\mathbf s)^2\),

\[
\mathbf I\cdot\mathbf s=\tfrac12\left[F(F+1)-2-\tfrac34\right],
\]

which is \(1/2\) for \(F=3/2\) and \(-1\) for \(F=1/2\).

Within one value of \(F\), a vector operator is proportional to \(\mathbf F\). For the electron spin the factor is

\[
g_s=\frac{\mathbf s\cdot\mathbf F}{F(F+1)}=\frac{F(F+1)+\frac34-2}{2F(F+1)}.
\]

This gives \(g_s=1/3\) for \(F=3/2\) and \(g_s=-1/3\) for \(F=1/2\). Because \(\mathbf I=\mathbf F-\mathbf s\), its factors are \(2/3\) and \(4/3\). The remaining ingredient is

\[
\mathbf L\cdot\mathbf F=\tfrac12\left[J(J+1)-2-F(F+1)\right].
\]

Multiplication by the factors gives the diagonal elements:

| \(F,J\) | \(\mathbf L\cdot\mathbf F\) | \(\mathbf L\cdot\mathbf s\) | \(\mathbf L\cdot\mathbf I\) |
|---|---|---|---|
| 3/2, 5/2 | 3/2 | 1/2 | 1 |
| 3/2, 3/2 | −1 | −1/3 | −2/3 |
| 3/2, 1/2 | −5/2 | −5/6 | −5/3 |
| 1/2, 3/2 | 1/2 | −1/6 | 2/3 |
| 1/2, 1/2 | −1 | 1/3 | −4/3 |

**Off-diagonal elements without 6j symbols**

The same states can be coupled through \(\mathbf G=\mathbf L+\mathbf s\). Then \(\mathbf L\cdot\mathbf s\) is diagonal, with value \(1/2\) for \(G=3/2\) and \(-1\) for \(G=1/2\). Both values of \(G\) can combine with \(I=1\) to give \(J=3/2\), and both can give \(J=1/2\). In each \(2\times2\) block the determinant of \(\mathbf L\cdot\mathbf s\) is therefore \(-1/2\). If \(x\) is its off-diagonal element in the \(F\) basis,

\[
\begin{aligned}
J=\tfrac32:&\quad \tfrac1{18}-x^2=-\tfrac12,\quad x^2=\tfrac59;\\
J=\tfrac12:&\quad -\tfrac5{18}-x^2=-\tfrac12,\quad x^2=\tfrac29.
\end{aligned}
\]

The trace is a check: it must be \(1/2-1=-1/2\), and the table gives this in both blocks. I take \(x>0\). The other sign amounts to reversing one basis vector and changes no energy.

Since \(\mathbf L\cdot\mathbf I+\mathbf L\cdot\mathbf s=\mathbf L\cdot\mathbf F\) is diagonal in \(F\), the off-diagonal element of \(\mathbf L\cdot\mathbf I\) is \(-x\). This relative sign does matter.

**The tensor terms as matrix products**

Write \(A=\mathbf L\cdot\mathbf I\) and \(B=\mathbf L\cdot\mathbf s\). Both conserve \(J\), so their products can be formed inside each block. With \(\mathbf L^2=\mathbf I^2=2\), the two curly brackets in \(H\) are

\[
T_1=\tfrac43\,\mathbf I\cdot\mathbf s-(AB+BA),\qquad T_2=\tfrac43-\tfrac12A-A^2 .
\]

For \(J=5/2\), \(A=1\) and \(B=1/2\), so \(T_1=\tfrac23-1=-\tfrac13\) and \(T_2=\tfrac43-\tfrac12-1=-\tfrac16\).

For \(J=3/2\), with \(F=3/2\) listed first and \(x=\sqrt5/3\),

\[
A=\begin{pmatrix}-\frac23&-x\\-x&\frac23\end{pmatrix},\qquad
B=\begin{pmatrix}-\frac13&x\\x&-\frac16\end{pmatrix}.
\]

The elements of \(AB+BA\) are

- 11: \(2(\tfrac29-x^2)=-\tfrac23\);
- 22: \(2(-x^2-\tfrac19)=-\tfrac43\);
- 12: \((-\tfrac23+\tfrac16)x+(\tfrac13+\tfrac23)x=\tfrac x2\).

Also \(A^2=\tfrac49+x^2=1\) times the unit matrix. Hence

\[
T_1=\begin{pmatrix}\frac43&-\frac x2\\-\frac x2&0\end{pmatrix},\qquad
T_2=\begin{pmatrix}\frac23&\frac x2\\\frac x2&0\end{pmatrix}.
\]

For \(J=1/2\), with \(x=\sqrt2/3\),

\[
A=\begin{pmatrix}-\frac53&-x\\-x&-\frac43\end{pmatrix},\qquad
B=\begin{pmatrix}-\frac56&x\\x&\frac13\end{pmatrix}.
\]

The elements of \(AB+BA\) are now

- 11: \(2(\tfrac{25}{18}-x^2)=\tfrac73\);
- 22: \(2(-x^2-\tfrac49)=-\tfrac43\);
- 12: \((-\tfrac53-\tfrac13)x+(\tfrac56-\tfrac43)x=-\tfrac{5x}2\).

The square \(A^2\) has diagonal elements \(\tfrac{25}9+\tfrac29=3\) and \(\tfrac{16}9+\tfrac29=2\), and off-diagonal element \((\tfrac53+\tfrac43)x=3x\). Thus

\[
T_1=\begin{pmatrix}-\frac53&\frac{5x}2\\\frac{5x}2&0\end{pmatrix},\qquad
T_2=\begin{pmatrix}-\frac56&-\frac{5x}2\\-\frac{5x}2&0\end{pmatrix}.
\]

The zeros have a simple reason. Each tensor term couples a second-rank tensor in \(\mathbf L\) to one in the spins, and a second-rank tensor has no matrix elements within \(F=1/2\).

**The energy matrix**

Dividing \(T_1\) and \(T_2\) by 5 and adding the other terms gives

\[
E_{5/2}=\frac b2+\frac{c_e}2+c_I-\frac{d_1}{15}-\frac{d_2}{30}.
\]

For \(J=3/2\),

\[
\begin{aligned}
H_{11}&=\frac b2-\frac{c_e}3-\frac{2c_I}3+\frac{4d_1}{15}+\frac{2d_2}{15},\\
H_{22}&=-b-\frac{c_e}6+\frac{2c_I}3,\\
H_{12}&=\frac{\sqrt5}{30}\big[10(c_e-c_I)-d_1+d_2\big].
\end{aligned}
\]

For \(J=1/2\),

\[
\begin{aligned}
H_{11}&=\frac b2-\frac{5c_e}6-\frac{5c_I}3-\frac{d_1}3-\frac{d_2}6,\\
H_{22}&=-b+\frac{c_e}3-\frac{4c_I}3,\\
H_{12}&=\frac{\sqrt2}6\big[2(c_e-c_I)+d_1-d_2\big].
\end{aligned}
\]

Let \(\Delta=H_{11}-H_{22}\), which is positive here. The eigenvalues are

\[
E_+=H_{11}+\delta,\quad E_-=H_{22}-\delta,\quad
\delta=\sqrt{\frac{\Delta^2}4+H_{12}^2}-\frac\Delta2 .
\]

If \(|H_{12}|\ll\Delta\), then \(\delta\approx H_{12}^2/\Delta\). The upper state contains \(F=3/2\) with weight

\[
w=\frac12\left(1+\frac{\Delta}{E_+-E_-}\right),
\]

and the lower state contains \(F=1/2\) with the same weight.

**Numbers**

All values below are in MHz. Terms are shown rounded, while the sums use unrounded terms. The single element is

\[
E_{5/2}=461.5+21-0.04-8.667+0.01=473.803 .
\]

For \(J=3/2\),

\[
\begin{aligned}
H_{11}&=461.5-14+0.027+34.667-0.04=482.153,\\
H_{22}&=-923-7-0.027=-930.027,\\
H_{12}&=\tfrac{\sqrt5}{30}(420.4-130-0.3)=21.623,
\end{aligned}
\]

and \(\delta=0.331\). For \(J=1/2\),

\[
\begin{aligned}
H_{11}&=461.5-35+0.067-43.333+0.05=383.283,\\
H_{22}&=-923+14+0.053=-908.947,\\
H_{12}&=\tfrac{\sqrt2}6(84.08+130+0.3)=50.530,
\end{aligned}
\]

and \(\delta=1.973\), compared with \(H_{12}^2/\Delta=1.976\). Adding and subtracting the shifts gives the levels, from the highest to the lowest:

| Main \(F\) | \(J\) | Energy (MHz) | Weight of main \(F\) |
|---|---|---|---|
| 3/2 | 3/2 | 482.5 | 0.9998 |
| 3/2 | 5/2 | 473.8 | 1 |
| 3/2 | 1/2 | 385.3 | 0.9985 |
| 1/2 | 1/2 | −910.9 | 0.9985 |
| 1/2 | 3/2 | −930.4 | 0.9998 |

Energies are measured from the rovibrational level without spin interactions. Each term of \(H\) has zero trace over the 18 states, so \(\sum(2J+1)E=0\), as the unrounded energies confirm. Direct diagonalization of the full \(18\times18\) matrix, built from the spin operators, gives the same energies, degeneracies, \(J\) values and weights. The details are in the numerical output.

**Why J = 5/2 is not the highest level**

Your expectation would hold if \(c_e\) alone split the \(F=3/2\) group. With \(d_1=0\) and the other inputs unchanged, \(J=5/2\) lies at 482.5 MHz and the upper \(J=3/2\) level at 448.2 MHz. The dipole term lowers the former and raises the latter. Before mixing,

\[
E_{5/2}-H_{11}^{(3/2)}=\frac{5c_e}6+\frac{5c_I}3-\frac{d_1}3-\frac{d_2}6 ,
\]

which vanishes at

\[
d_1=\frac{5c_e}2+5c_I-\frac{d_2}2=105-0.2+0.15=104.95\ \text{MHz}.
\]

Mixing raises the \(J=3/2\) level slightly, so the crossing actually occurs earlier, at 103.76 MHz. Your \(d_1=130\) MHz is beyond it, and \(J=3/2\) lies 8.7 MHz above \(J=5/2\). Rounding of the inputs does not threaten this order: at \(d_1=130\) MHz, \(c_e\) would have to exceed about 53 MHz to restore \(J=5/2\) to the top (the diagonal elements alone give \(2d_1/5=52\) MHz, and mixing raises this slightly).

In the \(F=1/2\) pair the dipole terms have no diagonal elements. There \(\mathbf s\) projects onto \(-\mathbf F/3\), so a positive \(c_e\) raises the diagonal element of \(J=1/2\) and lowers that of \(J=3/2\). The unmixed separation is \(c_e/2-2c_I=21.08\) MHz. Mixing lowers the two levels by 1.97 and 0.33 MHz, which leaves 19.44 MHz.

**When F is a good label, and when it is not**

The label \(F\) works because the contact term separates the two groups by \(3b/2\approx1385\) MHz, far more than the off-diagonal elements of 22 and 51 MHz. As \(b\) grows with the other constants fixed, the shifts fall as \(1/b\) and the weights tend to 1.

The opposite limit is instructive. Keep \(c_e>0\) and set the other four constants to zero. Each \(2\times2\) block then has the eigenvalues \(c_e/2\) and \(-c_e\), and the natural label is \(G\). For the upper \(J=3/2\) state, \(\Delta=-c_e/6\) and \(E_+-E_-=3c_e/2\), so the \(F=3/2\) weight is \(\tfrac12(1-\tfrac19)=\tfrac49\). Neither value of \(F\) describes that state. The label \(J\) survives in both limits.

An external magnetic field breaks full rotational symmetry and can mix different \(J\), so these levels are the zero-field ones. The matrices above also hold for \(L=1\) only. For odd \(L\ge3\) there are six levels, four from \(F=3/2\) and two from \(F=1/2\).

**How far to trust the digits**

Setting \(c_I\) and \(d_2\) to zero moves no level by more than about 0.12 MHz. The uncertainty of \(b\), \(c_e\) and \(d_1\) matters more. A change of 1 MHz in \(b\) moves the \(F=1/2\) levels by about 1 MHz and the \(F=3/2\) levels by about 0.5 MHz. A change of 1 MHz in \(c_e\) moves the diagonal element of the \(F=3/2,\ J=1/2\) level by \(5/6\) MHz, and the same change in \(d_1\) moves it by \(1/3\) MHz. The accompanying change of \(H_{12}\) offsets a small part of this, so the level itself moves by about 0.8 and 0.3 MHz. The tenths in the table are therefore correct for the stated inputs, but they are not a prediction of the real spectrum at that accuracy. For that you need more precise constants, which can be put into the same matrices.

## Computed results

```
input b = 923.00 MHz
input c_e = 42.00 MHz
input c_I = -0.04 MHz
input d1 = 130.00 MHz
input d2 = -0.30 MHz
proton-proton distance for d2 check = 2.0 bohr
K/bohr^3 = 0.8106 MHz
d2 estimated from proton moments = -0.304 MHz
J=5/2 element = 473.803 MHz
J=3/2 H11 = 482.153 MHz
J=3/2 H22 = -930.027 MHz
J=3/2 H12 = 21.623 MHz
J=3/2 mixing shift, up and down = 0.331 MHz
J=3/2 estimate H12^2/(H11-H22) = 0.331 MHz
J=1/2 H11 = 383.283 MHz
J=1/2 H22 = -908.947 MHz
J=1/2 H12 = 50.530 MHz
J=1/2 mixing shift, up and down = 1.973 MHz
J=1/2 estimate H12^2/(H11-H22) = 1.976 MHz
levels from highest to lowest:
F~3/2 J=3/2 E = 482.484 MHz, states 4, weight of named F 0.99977
F~3/2 J=5/2 E = 473.803 MHz, states 6, weight of named F 1.00000
F~3/2 J=1/2 E = 385.256 MHz, states 2, weight of named F 0.99848
F~1/2 J=1/2 E = -910.920 MHz, states 2, weight of named F 0.99848
F~1/2 J=3/2 E = -930.358 MHz, states 4, weight of named F 0.99977
gap (F~3/2,J=3/2) to (F~3/2,J=5/2) = 8.681 MHz
gap (F~3/2,J=5/2) to (F~3/2,J=1/2) = 88.547 MHz
gap (F~3/2,J=1/2) to (F~1/2,J=1/2) = 1296.176 MHz
gap (F~1/2,J=1/2) to (F~1/2,J=3/2) = 19.438 MHz
sum of (2J+1)E = 0.000000 MHz
d1 at top-level crossing, no mixing = 104.95 MHz
d1 at top-level crossing, exact = 103.76 MHz
with d1=0: E(J=5/2) = 482.470 MHz
with d1=0: E(F~3/2,J=3/2) = 448.198 MHz
largest level change from c_I and d2 = 0.124 MHz
```
